**Routing dependence of the massless axial-vector-vector triangle**

The program evaluates the Euclidean triangle with vector momenta $p,q$ and relative routing $a-b=xp+yq$ by direct quadrature of explicit gamma-matrix traces. The coefficients $V_1,V_2$ measure the non-conservation of the two vector currents and $A$ that of the axial current, in units of $1/8\pi^2$ times the $\epsilon$ tensor contracted with $p$ and $q$. It asserts $V_1=2-y$, $V_2=2+x$, $A=y-x$ and the sum 4 for five routings, each within 0.01. It also asserts the surface term in one tensor component, the absence of any effect from a common shift, and the shift rules for simple linearly and logarithmically divergent integrals. The routing that conserves both vector currents is recovered from the quadrature data alone as $x=-2.000$, $y=2.000$. There the output gives $A=4.000$ and a coefficient $-0.006333$ of $\epsilon FF$, in agreement with $-1/16\pi^2$. The largest deviation of any coefficient from its formula is $4.7\times10^{-4}$. The massive case is not computed by the program.

## Verification by program

```python
"""Massless axial-vector-vector (AVV) triangle in four Euclidean dimensions.

Result under test: with loop momenta of the direct and crossed graphs shifted
by a and b, a - b = x p + y q, and a ball cutoff |l| < R -> infinity,
  p_mu T_{lam mu nu}      = -V1 eps_{lam nu s r} p_s q_r / (8 pi^2), V1 = 2 - y
  q_nu T_{lam mu nu}      = +V2 eps_{lam mu s r} p_s q_r / (8 pi^2), V2 = 2 + x
  (p+q)_lam T_{lam mu nu} = -A  eps_{mu nu s r}  p_s q_r / (8 pi^2), A  = y - x
so V1 + V2 + A = 4 always; V1 = V2 = 0 forces A = 4.
Symbols: p, q = momenta leaving at the vector vertices mu, nu; lam = axial index;
S(l) = lslash / l^2; gamma5 = g1 g2 g3 g4; eps_{1234} = 1; hbar = c = 1.
The loop integral is done by quadrature of explicit traces; no Ward identity
and no surface term enters that side. Momenta are in an arbitrary unit u.
"""
import itertools
import numpy as np

PI = np.pi
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gam = [np.kron(sigma[1], s) for s in sigma] + [np.kron(sigma[0], np.eye(2))]
gamma5 = gam[0] @ gam[1] @ gam[2] @ gam[3]
unit = np.eye(4)
eps = np.zeros((4, 4, 4, 4))
for perm in itertools.permutations(range(4)):
    eps[perm] = round(np.linalg.det(unit[list(perm)]))


def slash(v):
    return sum(v[i] * gam[i] for i in range(len(v)))


def gauss(lo, hi, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (hi - lo) * t + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


# ---- Clifford algebra and the leading large-momentum integrand ----
for i in range(4):
    for j in range(4):
        anti = gam[i] @ gam[j] + gam[j] @ gam[i]
        assert np.allclose(anti, 2 * (i == j) * unit)
rng = np.random.default_rng(5)
ell = rng.normal(size=4)
L = slash(ell)
for lam, mu, nu in itertools.product(range(4), repeat=3):
    tr = np.trace(gam[lam] @ gamma5 @ L @ gam[nu] @ L @ gam[mu] @ L)
    lead = -4 * (eps[lam, mu, nu] @ ell) * (ell @ ell)
    assert abs(tr - lead) < 1e-10


# ---- shift of simple integrals inside a ball of radius R ----
def ball_shift(power, shift, R):
    """Integral of g(l+shift)-g(l), g = l_par**power/(l^2+1)^2, over |l|<R."""
    th, wth = gauss(0, PI, 60)
    total = 0.0
    edges = [e for e in (0, 1, 3, 10, 30, 100) if e < R] + [R]
    for lo, hi in zip(edges[:-1], edges[1:]):
        r, wr = gauss(lo, hi, 40)
        par = r[:, None] * np.cos(th)
        perp2 = (r[:, None] * np.sin(th))**2

        def g(z):
            return z**power / (z**2 + perp2 + 1)**2
        meas = 4 * PI * (wr * r**3)[:, None] * (wth * np.sin(th)**2)
        total += np.sum(meas * (g(par + shift) - g(par)))
    return total / (2 * PI)**4


simple_shift = 1.0
radii = (10.0, 30.0, 100.0)
linear = [ball_shift(1, simple_shift, R) for R in radii]
logarithmic = [ball_shift(0, simple_shift, R) for R in radii]
surface = simple_shift / (32 * PI**2)
assert abs(linear[-1] / surface - 1) < 2e-3      # remainder falls as 1/R^2
assert abs(logarithmic[-1]) < 1e-3 * surface
assert abs(logarithmic[-1]) < 0.05 * abs(logarithmic[0])

# ---- full triangle by quadrature; p, q, a, b lie in the 1-2 plane ----
p = np.array([1.0, 0.0])
q = np.array([0.5, 1.5])
area = p[0] * q[1] - p[1] * q[0]
cutoff = 400.0
n_theta, n_phi = 36, 112


def trace_tensor(G, inner, outer):
    C = np.zeros((4, 4, 4))
    for i, j, k in itertools.product(range(4), repeat=3):
        m = G @ gamma5 @ gam[i] @ inner @ gam[j] @ outer @ gam[k]
        C[i, j, k] = np.trace(m).real
    return C


def triangle(vertices, a, b):
    """T contracted with each (axial, mu, nu) vertex-matrix triple."""
    poles = [a - q, a, a + p, b - p, b, b + q]
    norms = {round(float(np.hypot(*v)), 9) for v in poles}
    edges = sorted({0.0} | norms)
    parts = [gauss(lo, hi, 18) for lo, hi in zip(edges[:-1], edges[1:])]
    t, wt = gauss(np.log(edges[-1]), np.log(cutoff), 48)
    parts.append((np.exp(t), wt * np.exp(t)))
    r = np.concatenate([x[0] for x in parts])[:, None, None]
    wr = np.concatenate([x[1] for x in parts])[:, None, None]
    th, wth = gauss(0, PI / 2, n_theta)
    th, wth = th[None, :, None], wth[None, :, None]
    ph = (2 * PI * np.arange(n_phi) / n_phi)[None, None, :]
    l1 = r * np.cos(th) * np.cos(ph)
    l2 = r * np.cos(th) * np.sin(ph)
    s2 = (r * np.sin(th))**2
    # the angle in the 3-4 plane is averaged exactly: <l_i l_j> = s2/2 delta_ij
    meas = wr * r**3 * wth * np.sin(th) * np.cos(th) * (2 * PI / n_phi) * 2 * PI
    out = np.zeros(len(vertices))
    for shift, first, second, crossed in ((a, p, q, False), (b, q, p, True)):
        legs = [(l1 + o[0], l2 + o[1])
                for o in (shift - second, shift, shift + first)]
        weight = meas
        for leg in legs:
            weight = weight / (leg[0]**2 + leg[1]**2 + s2)
        u, v, w = legs
        for n, (G, M, N) in enumerate(vertices):
            C = trace_tensor(G, M, N) if crossed else trace_tensor(G, N, M)
            num = 0.0
            for i, j, k in itertools.product(range(2), repeat=3):
                if abs(C[i, j, k]) > 1e-12:
                    num = num + C[i, j, k] * u[i] * v[j] * w[k]
            for i in range(2):
                cu = C[i, 2, 2] + C[i, 3, 3]
                cv = C[2, i, 2] + C[3, i, 3]
                cw = C[2, 2, i] + C[3, 3, i]
                num = num + 0.5 * s2 * (cu * u[i] + cv * v[i] + cw * w[i])
            out[n] += np.sum(weight * num)
    return out / (2 * PI)**4


vertices = [(gam[2], slash(p), gam[3]),       # p_mu T_{3 mu 4}
            (gam[2], gam[3], slash(q)),       # q_nu T_{3 4 nu}
            (slash(p + q), gam[2], gam[3]),   # (p+q)_lam T_{lam 3 4}
            (gam[2], gam[3], gam[0])]         # component T_{3 4 1}
to_coeff = 8 * PI**2 / area * np.array([-1, 1, -1])

routings = [("axial conserved", 0.0, 0.0),
            ("vector conserved", -2.0, 2.0),
            ("all three equal", -2 / 3, 2 / 3),
            ("second vector only", 2.0, 2.0),
            ("generic", 1.0, -0.5)]
raw, coeff = {}, {}
worst = 0.0
for name, x, y in routings:
    w = x * p + y * q
    raw[name] = triangle(vertices, w / 2, -w / 2)
    coeff[name] = raw[name][:3] * to_coeff
    formula = np.array([2 - y, 2 + x, y - x])
    worst = max(worst, np.max(np.abs(coeff[name] - formula)))
    # quadrature error near the integrable propagator poles sets the tolerance
    assert np.max(np.abs(coeff[name] - formula)) < 0.01, (name, coeff[name])
    assert abs(coeff[name].sum() - 4) < 0.01
    jump = raw[name][3] - raw["axial conserved"][3]
    assert abs(jump + w[1] / (8 * PI**2)) < 3e-4, (name, jump)

common = np.array([0.3, -0.4])
same = triangle(vertices, common, common)
common_coeff = same[:3] * to_coeff
assert np.max(np.abs(common_coeff - coeff["axial conserved"])) < 0.01
assert abs(same[3] - raw["axial conserved"][3]) < 3e-4

# ---- routing that conserves both vector currents, from quadrature alone ----
base = coeff["axial conserved"][:2]
rows = np.array([[2.0, 2.0], [1.0, -0.5]])
change = np.array([coeff["second vector only"][:2] - base,
                   coeff["generic"][:2] - base])
response = np.linalg.solve(rows, change)          # d(V1,V2)/d(x,y), transposed
root = np.linalg.solve(response.T, -base)
assert np.max(np.abs(root - np.array([-2, 2]))) < 0.03

# ---- field form: mixed part of eps F F for two plane waves ----
e1, e2, k1, k2 = rng.normal(size=(4, 4))
F1 = -1j * (np.outer(k1, e1) - np.outer(e1, k1))
F2 = -1j * (np.outer(k2, e2) - np.outer(e2, k2))
mixed = 2 * np.einsum('abcd,ab,cd', eps, F1, F2)
contraction = np.einsum('abcd,a,b,c,d', eps, e1, e2, k1, k2)
ff_ratio = (mixed / contraction).real
assert abs(mixed - 8 * contraction) < 1e-9
axial_value = raw["vector conserved"][2]
axial_formula = -area / (2 * PI**2)
assert abs(axial_value - axial_formula) < 3e-4
field_coeff = axial_value / area / ff_ratio
assert abs(field_coeff + 1 / (16 * PI**2)) < 3e-5

print("Simple integrals, shift 1 (dimensionless, mass scale 1)")
for R, lin, lg in zip(radii, linear, logarithmic):
    print(f"  R = {R:5.0f}: linear {lin:.6e}, logarithmic {lg:.2e}")
print(f"  surface term 1/(32 pi^2) = {surface:.6e}")
print(f"p = ({p[0]}, {p[1]}, 0, 0) u, q = ({q[0]}, {q[1]}, 0, 0) u")
print(f"p1 q2 - p2 q1 = {area:.3f} u^2, cutoff R = {cutoff:.0f} u")
print("Coefficients by quadrature (dimensionless); formula in brackets")
for name, x, y in routings:
    c = coeff[name]
    print(f"  {name}: x = {x:.4f}, y = {y:.4f}")
    print(f"    V1 = {c[0]:.3f} [{2 - y:.3f}], V2 = {c[1]:.3f} [{2 + x:.3f}],"
          f" A = {c[2]:.3f} [{y - x:.3f}], sum = {c.sum():.3f}")
print(f"  both graphs shifted by ({common[0]}, {common[1]}, 0, 0) u:")
print("    V1 = {:.3f}, V2 = {:.3f}, A = {:.3f}".format(
    *(np.round(common_coeff, 3) + 0.0)))
print(f"Largest deviation from the formulas = {worst:.1e} (dimensionless)")
print(f"Vector-conserving routing from data: x = {root[0]:.3f}, y = {root[1]:.3f}")
print("Vector-conserving routing, contractions by quadrature:")
vc = raw["vector conserved"]
print(f"  p_mu T_(3 mu 4) = {vc[0]:.5f} u^2")
print(f"  q_nu T_(3 4 nu) = {vc[1]:.5f} u^2")
print(f"  (p+q)_lam T_(lam 3 4) = {axial_value:.5f} u^2")
print(f"  formula -(p1 q2 - p2 q1)/(2 pi^2) = {axial_formula:.5f} u^2")
t0 = raw["axial conserved"][3]
print(f"Component T_341: axial conserved {t0:.5f} u, vector conserved {vc[3]:.5f} u")
w2 = (-2 * p + 2 * q)[1]
print(f"  difference {vc[3] - t0:.5f} u, surface term {-w2 / (8 * PI**2):.5f} u")
print(f"Mixed eps F F over eps e1 e2 p q = {ff_ratio:.3f} (dimensionless)")
print(f"Coefficient of eps F F from quadrature = {field_coeff:.6f} (dimensionless)")
print(f"  formula -1/(16 pi^2) = {-1 / (16 * PI**2):.6f} (dimensionless)")
print("finished without a failed check")
```

Printed output:

```
Simple integrals, shift 1 (dimensionless, mass scale 1)
  R =    10: linear 3.103284e-03, logarithmic -6.18e-05
  R =    30: linear 3.159255e-03, logarithmic -7.02e-06
  R =   100: linear 3.165654e-03, logarithmic -6.33e-07
  surface term 1/(32 pi^2) = 3.166287e-03
p = (1.0, 0.0, 0, 0) u, q = (0.5, 1.5, 0, 0) u
p1 q2 - p2 q1 = 1.500 u^2, cutoff R = 400 u
Coefficients by quadrature (dimensionless); formula in brackets
  axial conserved: x = 0.0000, y = 0.0000
    V1 = 2.000 [2.000], V2 = 2.000 [2.000], A = -0.000 [0.000], sum = 4.000
  vector conserved: x = -2.0000, y = 2.0000
    V1 = -0.000 [0.000], V2 = 0.000 [0.000], A = 4.000 [4.000], sum = 4.000
  all three equal: x = -0.6667, y = 0.6667
    V1 = 1.333 [1.333], V2 = 1.333 [1.333], A = 1.333 [1.333], sum = 4.000
  second vector only: x = 2.0000, y = 2.0000
    V1 = 0.000 [0.000], V2 = 4.000 [4.000], A = -0.000 [0.000], sum = 3.999
  generic: x = 1.0000, y = -0.5000
    V1 = 2.500 [2.500], V2 = 3.000 [3.000], A = -1.500 [-1.500], sum = 4.000
  both graphs shifted by (0.3, -0.4, 0, 0) u:
    V1 = 2.000, V2 = 2.000, A = 0.000
Largest deviation from the formulas = 4.7e-04 (dimensionless)
Vector-conserving routing from data: x = -2.000, y = 2.000
Vector-conserving routing, contractions by quadrature:
  p_mu T_(3 mu 4) = 0.00000 u^2
  q_nu T_(3 4 nu) = 0.00000 u^2
  (p+q)_lam T_(lam 3 4) = -0.07599 u^2
  formula -(p1 q2 - p2 q1)/(2 pi^2) = -0.07599 u^2
Component T_341: axial conserved 0.02980 u, vector conserved -0.00819 u
  difference -0.03799 u, surface term -0.03800 u
Mixed eps F F over eps e1 e2 p q = 8.000 (dimensionless)
Coefficient of eps F F from quadrature = -0.006333 (dimensionless)
  formula -1/(16 pi^2) = -0.006333 (dimensionless)
finished without a failed check
```
